\section*{Born stopping of a harmonic oscillator below the Bethe logarithm's zero}

\section*{Question}

I am estimating how the inner electrons of silicon slow down protons of about $10^6$ eV. For each shell I use the Bethe stopping number $\ln(2mv^2/\hbar\omega)$, with $\omega$ the resonance frequency of the shell. With $\hbar\omega=2800$ eV for the two K electrons and a proton of $5\times10^5$ eV, the logarithm is $-0.94$. Taken literally, electrons in their ground state would push the proton forward.

I was told that an isotropic three-dimensional harmonic oscillator shows what goes wrong, because its generalized oscillator strengths are known in closed form and can be summed. I can write down the Born cross section, but I get lost in the sum over levels. What is the stopping number of the oscillator, where does the logarithm change sign, and does the full sum stay positive there? Would the first shell correction be enough to repair the logarithm? And how much of this carries over to real K electrons?

\section*{Answer}

The logarithm is a large-velocity limit, and your proton is outside its range. The oscillator lets you see this without approximating the sum. I use atomic units ($\hbar=m=e=1$) in the algebra, and eV and angstrom for the numbers. The assumptions are a bare point projectile of charge $Z_1$, much heavier than an electron, at nonrelativistic speed $v$; one electron in the oscillator ground state, with a fixed force centre; and the first Born approximation. ``Exact'' below means exact within these assumptions.

\subsection*{From the cross section to a stopping number}

Let the projectile have mass $M$, with wave number $k=Mv$ before and $k'$ after exciting level $n$ of energy $E_n$ above the ground state. The Fourier transform of the Coulomb interaction is $4\pi Z_1/q^2$ in magnitude, so the Born cross section is
\begin{equation}
\frac{d\sigma_n}{d\Omega}=\frac{k'}{k}\left(\frac{M}{2\pi}\right)^2\left(\frac{4\pi Z_1}{q^2}\right)^2|F_n|^2
=\frac{k'}{k}\,\frac{4M^2Z_1^2}{q^4}\,|F_n|^2 ,
\end{equation}
with $F_n=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle$. The force centre itself contributes nothing, since $\langle n|0\rangle=0$. From $q^2=k^2+k'^2-2kk'\cos\theta$ we get $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega=2\pi q\,dq/(kk')$ and
\begin{equation}
d\sigma_n=\frac{8\pi Z_1^2}{v^2}\,|F_n|^2\,\frac{dq}{q^3}.
\end{equation}
Energy conservation, $k^2-k'^2=2ME_n$, gives the smallest momentum transfer
\begin{equation}
q_{\min}=k-k'=\frac{2ME_n}{k+k'}\;\longrightarrow\;\frac{E_n}{v}
\qquad(M\to\infty),
\end{equation}
while the largest, $k+k'$, goes to infinity. The stopping cross section is the energy loss weighted with the cross section, $S=\sum_nE_n\sigma_n$. With the generalized oscillator strength $f_n(q)=2E_n|F_n|^2/q^2$ we have $E_n|F_n|^2/q^3=f_n/(2q)$, and therefore
\begin{equation}
S=\frac{4\pi Z_1^2}{v^2}\,L,\qquad
L=\sum_n\int_{E_n/v}^{\infty}\frac{dq}{q}\,f_n(q).
\label{eq:L}
\end{equation}
Every $f_n$ is nonnegative for a target in its ground state, so $L$ cannot be negative. This holds for any target, not just the oscillator.

\subsection*{The oscillator strengths}

Choose the $z$ axis along $\mathbf q$. Then $e^{iqz}$ leaves the $x$ and $y$ motions in their ground states. Of all the degenerate states with $N$ quanta, the only one reached is that with all quanta along $z$, and its energy is $E_N=N\omega$.

Write $z=(a+a^\dagger)/\sqrt{2\omega}$ and $\alpha=q/\sqrt{2\omega}$. With $A=i\alpha a^\dagger$ and $B=i\alpha a$, the commutator is $[A,B]=-\alpha^2[a^\dagger,a]=\alpha^2$, a number, so $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. Since $e^B|0\rangle=|0\rangle$,
\begin{equation}
\langle N|e^{iqz}|0\rangle=e^{-\alpha^2/2}\langle N|e^{i\alpha a^\dagger}|0\rangle
=e^{-\alpha^2/2}\,\frac{(i\alpha)^N}{\sqrt{N!}} .
\end{equation}
Put $s=\alpha^2=q^2/(2\omega)$, the recoil energy of a free electron in units of $\omega$. Then $|F_N|^2=e^{-s}s^N/N!$, a Poisson distribution. Because $2\omega/q^2=1/s$,
\begin{equation}
f_N=\frac{N}{s}\,e^{-s}\frac{s^N}{N!}=e^{-s}\frac{s^{N-1}}{(N-1)!},
\qquad \sum_{N\ge1}f_N=1 .
\label{eq:f}
\end{equation}
The sum is the Bethe sum rule for one electron, valid at each $q$.

\subsection*{Summing the levels}

Define $\xi=2v^2/\omega$, which is $2mv^2/\hbar\omega$ in ordinary units. The threshold $q=N\omega/v$ becomes
\begin{equation}
s_N=\frac{(N\omega/v)^2}{2\omega}=\frac{N^2}{\xi},
\end{equation}
and $dq/q=ds/(2s)$. Equation (\ref{eq:L}) reads
\begin{equation}
L(\xi)=\frac12\sum_{N\ge1}\int_{N^2/\xi}^{\infty}ds\;e^{-s}\frac{s^{N-2}}{(N-1)!}.
\label{eq:int}
\end{equation}
For $N=1$ the integral is the exponential integral $E_1(1/\xi)=\int_{1/\xi}^\infty e^{-s}ds/s$. For $N\ge2$ set $M=N-1$, which from here on is a summation index and no longer the mass. Since $M!=M\,\Gamma(M)$,
\begin{equation}
L(\xi)=\frac12E_1\!\left(\frac1\xi\right)+\frac12\sum_{M\ge1}\frac1M\,
Q\!\left(M,\frac{(M+1)^2}{\xi}\right),
\label{eq:main}
\end{equation}
where
\begin{equation}
Q(M,x)=\frac{1}{\Gamma(M)}\int_x^\infty e^{-s}s^{M-1}ds=e^{-x}\sum_{j=0}^{M-1}\frac{x^j}{j!}.
\end{equation}
This is the stopping number you asked for. Every term is positive.

As a test of the kinematics and the sum together, the Born cross section was integrated over angle for a projectile of mass $10^5$ with $\omega=Z_1=1$, using form factors built from spherical oscillator states and Bessel functions. The ratio to the closed result is $0.999956$ at $\xi=1$ and $0.999984$ at $\xi=3$. The small deficit is expected, because finite mass raises $q_{\min}$ slightly.

\subsection*{The slope in velocity}

Differentiate (\ref{eq:int}) with respect to $\ln\xi$. The integrand does not contain $\xi$, and the lower limit obeys $ds_N/d\ln\xi=-s_N$, so
\begin{equation}
\frac{dL}{d\ln\xi}=\frac12\sum_{N\ge1}e^{-s_N}\frac{s_N^{N-1}}{(N-1)!}
=\frac12\sum_{N\ge1}f_N\Big|_{q=N\omega/v}.
\label{eq:slope}
\end{equation}
A faster projectile opens a little more phase space at the threshold of each level, and the gain is the strength found there. The slope is positive, so $L$ increases with $\xi$ everywhere. The Bethe logarithm has slope 1 at all velocities, which is how it runs through zero.

\subsection*{High velocity: recovering the logarithm}

For small $x$, $E_1(x)=-\gamma-\ln x+O(x)$, with $\gamma$ Euler's constant. The first term of (\ref{eq:main}) therefore tends to $\frac12(\ln\xi-\gamma)$.

In the second term, $Q(M,x)$ is the probability that a gamma-distributed variable of mean $M$ and variance $M$ exceeds $x=(M+1)^2/\xi$. Fix a small $\varepsilon>0$ and split the sum:
\begin{itemize}
\item If $M\le(1-\varepsilon)\xi$, then $x\le(1-\varepsilon)M+3M/\xi$, because $2M+1\le3M$. For $\xi\ge6/\varepsilon$ this lies below the mean by at least $\varepsilon M/2$, and Chebyshev's inequality gives $1-Q\le4/(\varepsilon^2M)$. The sum of $(1-Q)/M$ is thus dominated by a convergent series, and each of its terms vanishes as $\xi\to\infty$, so the sum vanishes too.
\item If $M\ge(1+\varepsilon)\xi$, then $x-M\ge\varepsilon M$ and $Q\le1/(\varepsilon^2M)$. The sum of $Q/M$ over this range vanishes as $1/\xi$.
\item The window between contributes at most about $\ln[(1+\varepsilon)/(1-\varepsilon)]$, which is as small as we like.
\end{itemize}
What remains is the harmonic sum $\sum_{M\le\xi}1/M\to\ln\xi+\gamma$. Half of it, added to the first term, gives
\begin{equation}
L\to\tfrac12(\ln\xi-\gamma)+\tfrac12(\ln\xi+\gamma)=\ln\xi .
\end{equation}
Half of the logarithm comes from the single dipole-allowed level, and half from all the higher ones.

\subsection*{The first shell correction}

The next order follows from (\ref{eq:slope}). Call its summand $T_N$. At large $\xi$ two groups of levels matter. The low levels give
\begin{equation}
T_1+T_2+\dots=e^{-1/\xi}+\frac4\xi e^{-4/\xi}+O(\xi^{-2})=1+\frac3\xi+O(\xi^{-2}).
\end{equation}
The other group sits near $N=\xi$. Let $N=\xi y$, so that $s_N=Ny$, and use Stirling's formula $(N-1)!=\sqrt{2\pi}\,N^{N-1/2}e^{-N}(1+\frac1{12N}+\dots)$:
\begin{equation}
T_N=\frac{y^{-3/2}}{\sqrt{2\pi\xi}}\,e^{\xi\varphi(y)}\left(1-\frac{1}{12\xi y}+\dots\right),
\quad \varphi=y(1-y+\ln y).
\end{equation}
With $y=1+t$,
\begin{equation}
\varphi=-\frac{t^2}{2}-\frac{t^3}{6}+\frac{t^4}{12}+\dots,\qquad
y^{-3/2}=1-\frac{3t}{2}+\frac{15t^2}{8}+\dots
\end{equation}
The sum over $N$ becomes $\xi\int dt$; for a smooth peak of width $\sqrt\xi$ in $N$, the error of this replacement is smaller than any power of $1/\xi$. We are left with averages over a normalized Gaussian in $t$, for which $\langle t^2\rangle=1/\xi$, $\langle t^4\rangle=3/\xi^2$ and $\langle t^6\rangle=15/\xi^3$. The terms of order $1/\xi$ are, in turn, from $\frac{15}{8}t^2$, from $(-\frac32t)(-\frac\xi6t^3)$, from $\frac{\xi}{12}t^4$, from $\frac12(\frac\xi6t^3)^2$ and from Stirling's formula:
\begin{equation}
\frac1\xi\left(\frac{15}{8}+\frac34+\frac14+\frac5{24}-\frac1{12}\right)=\frac3\xi .
\end{equation}
The peak thus also gives $1+3/\xi$. Half of the total is $dL/d\ln\xi=1+3/\xi+O(\xi^{-2})$. Integrating, with the constant fixed by the previous section,
\begin{equation}
L=\ln\xi-\frac3\xi+O(\xi^{-2}).
\label{eq:shell}
\end{equation}
In the ground state $\langle p_x^2\rangle/2=\omega/4$, so $\langle p^2\rangle=3\omega/2$ and $3/\xi=\langle p^2\rangle/v^2$: the correction measures the electron's own motion against that of the projectile. Numerically, with $a(\xi)=\xi(\ln\xi-L)$, the combination $2a(2000)-a(1000)$, which cancels the next order, is $2.99994$.

\subsection*{Where the logarithm fails}

The logarithm vanishes at $\xi=1$, which means
\begin{equation}
v^2=\frac{\omega}{2}=\langle v_x^2\rangle .
\end{equation}
It is negative when the projectile is slower than the root-mean-square value of one velocity component of the bound electron. The sign has a simple origin. One can write
\begin{equation}
\ln\xi=\int_{\omega/v}^{2v}\frac{dq}{q},
\end{equation}
an integral from the smallest momentum transfer that excites the resonance to the largest that a heavy projectile can give to a free electron at rest. For $2v^2<\omega$ the lower limit exceeds the upper one, and the formula counts a reversed interval as negative stopping.

The exact sum at the same point is short enough to do by hand:
\begin{align}
L(1)&=\tfrac12E_1(1)+\tfrac12e^{-4}+\tfrac14\,(10\,e^{-9})+\dots\nonumber\\
&=0.10969+0.00916+0.00031+\dots=0.1192 .
\end{align}
Nothing special happens to $L$ there; its slope is $0.223$.

The exact $L$ equals $\ln\xi$ at $\xi=1.172$, where both are $0.159$. Over the scanned range $0.01\le\xi\le1000$ the logarithm is too low below that point and too high above it. The excess is $0.33$ at $\xi=2$, $0.54$ at $\xi=5$ and $0.20$ at $\xi=20$. A positive logarithm is therefore not yet an accurate one.

The first shell correction does not repair the sign. The expression $\ln\xi-3/\xi$ vanishes at $\xi=2.857$, where the exact value is $0.582$, so it turns negative at a higher velocity than the bare logarithm. At $\xi=20$ it does help: $2.846$ against the exact $2.794$, while the logarithm gives $2.996$. It is a term of a large-$\xi$ expansion and should be used as one.

At the other end, $E_1(x)\to e^{-x}/x$ for large $x$, so
\begin{equation}
L\to\frac{\xi}{2}\,e^{-1/\xi}\qquad(\xi\to0).
\end{equation}
The $N=2$ term, $\frac12e^{-4/\xi}$, is smaller by the factor $e^{-3/\xi}/\xi$. A slow projectile must transfer at least $q=\omega/v$, and the Gaussian ground state has very little strength there. The stopping number dies out, but it does not change sign.

\subsection*{Your protons in silicon}

For a proton of mass $m_p$ and energy $E_p=m_pv^2/2$, we have $\xi=4(m/m_p)E_p/\hbar\omega$. With $m_p/m=1836$ and $\hbar\omega=2800$ eV, the logarithm vanishes at
\begin{equation}
E_p=\frac{m_p}{m}\,\frac{\hbar\omega}{4}=1836\times700\ \text{eV}
=1.285\times10^6\ \text{eV}=1.285\ \text{MeV}.
\end{equation}
The speed is then $v=7.173$ atomic units. Take roughly $0.05$ atoms per cubic angstrom, hence $0.1$ K electrons per cubic angstrom. One atomic unit of $S$ is $27.21\ \text{eV}\times(0.5292\ \text{\AA})^2=7.62$ eV\,\AA$^2$, so the K-shell stopping is
\begin{equation}
0.1\times\frac{4\pi}{7.173^2}\times0.1192\times7.62=0.022\ \text{eV/\AA}.
\end{equation}
The table adds other energies. The last column is the contribution of the other twelve electrons, from the same formula with a rough common resonance of 110 eV. Stopping is in eV/\AA.

\begin{center}
\begin{tabular}{ccccc}
$E_p$ (eV) & $\xi$ & K, exact & K, Bethe & outer\\
$5.00\times10^5$ & 0.389 & 0.005 & $-0.452$ & 5.41\\
$1.285\times10^6$ & 1.000 & 0.022 & 0 & 3.45\\
$2.00\times10^6$ & 1.556 & 0.030 & 0.053 & 2.58\\
$5.00\times10^6$ & 3.890 & 0.040 & 0.065 & 1.31
\end{tabular}
\end{center}

At your energy, using the negative logarithm for the K shell lowers the exact model total by $8.4\%$, although the K electrons should add only about $0.1\%$. At $5\times10^6$ eV the error has the other sign and is $1.9\%$ of the total. If you must choose between the bare logarithm and nothing for this shell at $5\times10^5$ eV, nothing is much the better choice in this model.

\subsection*{How far this carries over to real K electrons}

Protons in this energy range are used to control carrier lifetime in silicon power devices, where the stopping sets the depth of the damage. The chosen resonance is reasonable for the K shell: a hydrogen-like shell of charge $13.7$ has a computed mean excitation energy of 2814 eV when all its final states are counted as empty. The harmonic shape matters more at low velocity. A Born calculation for the hydrogen-like shell, at the same proton speeds, gives $L=0.123$ instead of $0.119$ at the Bethe zero, and $0.015$ instead of $0.011$ at $5\times10^5$ eV.

Silicon also breaks the assumption that all final states are empty. Its $n=2$ level is full. Removing that level from the hydrogen-like sum lowers $L$ to $0.071$ and $0.006$ at the two energies, about $40\%$ and $50\%$ below the oscillator values. This hydrogen-like shell is bound by about 2550 eV, however, while the K edge of silicon lies near 1840 eV because the outer electrons screen the nucleus. The lower threshold raises $L$ and offsets part of the reduction. The K-shell entries are thus good to a factor of about two in these respects, and they remain positive.

At fixed $\xi$, the terms beyond first Born order are governed by $Z_1/v$, which is $0.14$ at the Bethe zero. Two estimates of their size there are:
\begin{itemize}
\item The Bloch correction, quoted here only for its size, is $-0.023$, or $19\%$ of $L$. It describes close collisions with nearly free electrons, so adding it to a tightly bound shell is doubtful.
\item A proton at the centre binds the ground state more than the first excited state. For the oscillator $\langle1/r\rangle$ is $2\sqrt{\omega/\pi}$ in the former and two thirds of that in the latter, so to first order the gap rises by $\frac23\sqrt{\omega/\pi}$, or 104 eV. Raising the oscillator frequency to match this gap lowers $L$ by $6.6\%$ at fixed speed; this is a rough estimate, since the proton also distorts the states. It also understates the effect for a real K shell, whose Coulomb ground state is far more concentrated at the centre. For the hydrogen-like shell, raising the charge from $13.7$ to $14.7$ widens the 1s--2p gap by $\frac38(14.7^2-13.7^2)$ hartree, or 290 eV, and lowers $L$ by about $24\%$ at the same speed. Both figures place the proton at the centre, where its binding effect is largest.
\end{itemize}
For small $Z_1/v$ the Bloch term grows as $1/v^2$. At $5\times10^5$ eV it would be about $-0.023/0.389=-0.06$, larger in size than $L=0.011$ itself. Adding it would make the K-shell stopping negative, which cannot be right: with exact cross sections in place of the Born ones, $S=\sum_nE_n\sigma_n$ still has no negative term, because a target in its ground state can only gain energy. The Bloch term therefore cannot be used there, and its size does not measure the error of the first-order value. The higher-order error at your energy is not estimated here, so take the K-shell value as an indication of smallness, not a precise prediction. Relativity and recoil are minor: at the Bethe zero $(v/c)^2=0.0027$, and recoil raises the smallest momentum transfer for the first level by $0.05\%$.

For your estimate, then, use (\ref{eq:main}) for the K shell in place of the logarithm, and at $5\times10^5$ eV read the result as a sign that the K-shell contribution is small and positive, not as its precise size. The numerical output below lists further values of $\xi$.

\section*{Computed values}
\begin{verbatim}
Angle-integrated / closed S, xi=1: 0.999956
Angle-integrated / closed S, xi=3: 0.999984
Fitted coefficient of -1/xi: 2.99994
Bethe logarithm zero, xi: 1.0000
Exact L at xi=1: 0.11916
  N=1 term: 0.10969
  N=2 term: 0.00916
  N=3 term: 0.00031
Slope dL/dln(xi) at xi=1: 0.22311
Exact L equals ln(xi) at xi: 1.1720
  common value there: 0.1587
Zero of ln(xi)-3/xi, xi: 2.8574
  exact L there: 0.5824
xi=0.2: exact 0.00057, ln -1.60944, ln-3/xi -16.60944
xi=0.5: exact 0.02462, ln -0.69315, ln-3/xi -6.69315
xi=2: exact 0.36532, ln 0.69315, ln-3/xi -0.80685
xi=5: exact 1.07272, ln 1.60944, ln-3/xi 1.00944
xi=20: exact 2.79358, ln 2.99573, ln-3/xi 2.84573
xi=100: exact 4.57378, ln 4.60517, ln-3/xi 4.57517
K resonance (rough): 2800 eV
Outer resonance (rough): 110 eV
Atom density (rough): 0.05 per cubic angstrom
Proton energy at Bethe zero: 1.2853e+06 eV = 1.285 MeV
Proton speed there: 7.173 atomic units
Proton 5.0000e+05 eV: xi 0.3890, L 0.01137, ln -0.94414
  eV/angstrom: K exact 0.00544, K Bethe -0.45171, outer 5.4129
  Bethe K error / exact total: -8.44 %
Proton 1.2853e+06 eV: xi 1.0000, L 0.11916, ln -0.00000
  eV/angstrom: K exact 0.02218, K Bethe -0.00000, outer 3.4471
  Bethe K error / exact total: -0.64 %
Proton 2.0000e+06 eV: xi 1.5560, L 0.25258, ln 0.44215
  eV/angstrom: K exact 0.03021, K Bethe 0.05288, outer 2.5778
  Bethe K error / exact total: 0.87 %
Proton 5.0000e+06 eV: xi 3.8901, L 0.82981, ln 1.35844
  eV/angstrom: K exact 0.03970, K Bethe 0.06499, outer 1.3100
  Bethe K error / exact total: 1.87 %
Hydrogen-like K charge: 13.7
Hydrogen-like mean excitation energy: 2814 eV
Hydrogen-like L at 5.0000e+05 eV: 0.0148, n=2 blocked 0.0058
Hydrogen-like L at 1.2853e+06 eV: 0.1225, n=2 blocked 0.0709
Z1/v at Bethe zero: 0.1394
Bloch correction to L there: -0.0230
Gap rise, proton at centre: 103.8 eV
  resulting change of L: -6.6 %
(v/c)^2 at Bethe zero: 0.00274
Recoil shift of minimum q, first level: 0.054 %
\end{verbatim}
